# Reciprocal construction of the displacement lattice of a grain boundary: a numerical check

```python
"""
Result under test: for two lattices L1, L2 in coincidence, the displacements of
L2 that restore the pattern of coincident sites form the DSC lattice
    D = L1 + L2 = reciprocal of (L1* intersect L2*),
where L* = {g : g.r is an integer for every r in L} (no factor 2 pi).
A1, A2 : matrices whose columns are basis vectors of L1, L2
G      : columns are a basis of the common reciprocal lattice L1* intersect L2*
t      : rigid displacement of crystal 2;  b : a vector of D
Lengths are in nm, reciprocal vectors in 1/nm.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.spatial.distance import cdist


def is_int(x):
    return np.abs(x - np.round(x)) < 1e-7


def integer_grid(low, high):
    return np.array(list(itertools.product(range(low, high + 1), repeat=3)))


def denominator(matrix):
    for m in range(1, 200):
        if is_int(m * matrix).all():
            return m
    raise ValueError("no coincidence found")


def short_basis(vectors):
    """Among short vectors (rows), the triple of least nonzero volume."""
    length = np.round(np.linalg.norm(vectors, axis=1), 9)
    order = np.argsort(length, kind="stable")
    v = vectors[order][length[order] > 1e-8][:40]
    triples = np.array(list(itertools.combinations(range(len(v)), 3)))
    volume = np.abs(np.linalg.det(v[triples]))
    volume[volume < 1e-6 * volume.max()] = np.inf
    best = triples[volume < volume.min() * (1 + 1e-6)]
    total = np.round(np.linalg.norm(v[best], axis=2).sum(axis=1), 8)
    return v[best[np.argmin(total)]].T


def common_reciprocal(A1, A2):
    """Enumerate vectors of L1* and keep those that also lie in L2*."""
    m = denominator(np.linalg.inv(A1) @ A2)
    g = integer_grid(-m, m) @ np.linalg.inv(A1)
    g = g[is_int(g @ A2).all(axis=1)]
    G = short_basis(g)
    # the enumerated vectors generate the whole intersection
    assert is_int(np.linalg.solve(G, g.T)).all()
    return G


def site_representatives(A1, A2):
    """Sites of L1 covering a whole number of coincidence cells."""
    m = denominator(np.linalg.inv(A2) @ A1)
    return integer_grid(0, m - 1) @ A1.T


def check_theorem(A1, A2):
    """Search for coincident sites at each trial t; compare with G."""
    G = common_reciprocal(A1, A2)
    m = denominator(np.linalg.inv(A1) @ A2)
    trial = integer_grid(0, 2 * m - 1) / (2 * m) @ A1.T
    sites = site_representatives(A1, A2)
    inverse2 = np.linalg.inv(A2).T
    counts = np.array([is_int((sites - t) @ inverse2).all(axis=1).sum()
                       for t in trial])
    allowed = counts > 0
    assert np.array_equal(allowed, is_int(trial @ G).all(axis=1))
    assert 0 < allowed.sum() < len(trial)
    # each allowed displacement gives the same density of coincidences
    assert np.all(counts[allowed] == counts[0])
    index = len(sites) / counts[0]
    dsc_volume = 1 / abs(np.linalg.det(G))
    assert np.isclose(index, abs(np.linalg.det(A2)) / dsc_volume)
    return G, index, allowed.sum(), len(trial), dsc_volume


def overlap_direct(t, A1, A2, w):
    r = site_representatives(A1, A2) - t
    fraction = r @ np.linalg.inv(A2).T
    fraction -= np.round(fraction)
    d = (fraction[:, None, :] - integer_grid(-4, 4)[None]) @ A2.T
    return np.exp(-(d**2).sum(axis=2) / (2 * w**2)).sum(axis=1).mean()


def overlap_reciprocal(t, G, A2, w):
    g = integer_grid(-12, 12) @ G.T
    weight = np.exp(-2 * np.pi**2 * w**2 * (g**2).sum(axis=1))
    factor = (2 * np.pi)**1.5 * w**3 / abs(np.linalg.det(A2))
    return factor * (weight * np.cos(2 * np.pi * g @ t)).sum()


def text(v):
    return " ".join(f"{x:8.4f}" for x in np.round(v, 6) + 0.0)


a = 0.36          # nm, rough value for copper
w = 0.04          # nm, width of the Gaussian site potential
A1 = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
rotations = {
    "Sigma5": np.array([[4, -3, 0], [3, 4, 0], [0, 0, 5]]) / 5,
    "Sigma3": np.array([[2, -1, 2], [2, 2, -1], [-1, 2, 2]]) / 3}
print(f"lattice parameter a = {a:.3f} nm; width w = {w:.3f} nm")
print(f"primitive cell volume = {abs(np.linalg.det(A1)):.6f} nm^3")

rng = np.random.default_rng(4)
stored = {}
for name, R in rotations.items():
    assert np.allclose(R @ R.T, np.eye(3)) and np.linalg.det(R) > 0
    A2 = R @ A1
    G, index, good, tried, volume = check_theorem(A1, A2)
    D = short_basis(integer_grid(-3, 3) @ np.linalg.inv(G))
    assert is_int(G.T @ D).all()
    assert np.isclose(abs(np.linalg.det(D)), volume)
    b = D[:, np.argmin(np.round(np.linalg.norm(D, axis=0), 9))]
    for t in rng.uniform(-a, a, (4, 3)):
        direct = overlap_direct(t, A1, A2, w)
        assert np.isclose(direct, overlap_reciprocal(t, G, A2, w),
                          rtol=1e-8, atol=1e-11)
        assert np.isclose(direct, overlap_direct(t + b, A1, A2, w),
                          rtol=1e-9)
    U = [overlap_direct(x * b, A1, A2, w) for x in (0, 0.5, 1)]
    assert U[0] - U[1] > 1e-4
    angle = np.degrees(np.arccos((np.trace(R) - 1) / 2))
    print(f"{name}: angle = {angle:.4f} deg; index = {index:.0f}")
    print(f"  allowed displacements: {good} of {tried} trials")
    print(f"  DSC cell volume = {volume:.6f} nm^3")
    for column in G.T:
        print("  common reciprocal vector (1/a):", text(column * a))
    for column in D.T:
        print("  DSC basis vector (a):", text(column / a))
    print(f"  shortest DSC vector = {np.linalg.norm(b):.4f} nm")
    print(f"  U(0), U(b/2), U(b) = {U[0]:.5f}, {U[1]:.5f}, {U[2]:.5f}")
    stored[name] = (A2, G)

# two different triclinic cells, so that no symmetry helps the theorem
P1 = np.array([[1, 0.2, 0.1], [0, 1.1, 0.3], [0, 0, 0.9]])
P2 = P1 @ np.array([[1, 0.5, 0], [0, 1, 0.5], [0, 0, 1.5]])
_, index, good, tried, volume = check_theorem(P1, P2)
print(f"triclinic pair: index [L1:C] = {index:.0f}; "
      f"allowed {good} of {tried}")
print(f"  V2/V1 = {np.linalg.det(P2) / np.linalg.det(P1):.3f}; "
      f"V1/V_DSC = {np.linalg.det(P1) / volume:.3f}")

# symmetric (310) tilt boundary: a DSC vector in the plane carries a step
A2, G = stored["Sigma5"]
normal = np.array([3, 1, 0]) / np.sqrt(10)
b = a * np.array([-1, 3, 0]) / 10
assert is_int(b @ G).all() and abs(b @ normal) < 1e-12
lattice1 = integer_grid(-8, 8) @ A1.T
lattice2 = integer_grid(-8, 8) @ A2.T
choices = lattice1[is_int((b - lattice1) @ np.linalg.inv(A2).T).all(axis=1)]
heights = np.round(np.abs(choices @ normal), 9)
lengths = np.round(np.linalg.norm(choices, axis=1), 9)
l1 = choices[np.lexsort((lengths, heights))[0]]
step = l1 @ normal
assert abs(step) > 1e-6


def neighbourhood(t, plane, centre):
    """Labelled sites near centre, cut between atomic planes."""
    cut = plane + 0.05 * a
    p1 = lattice1[lattice1 @ normal < cut] - centre
    p2 = (lattice2 + t)[(lattice2 + t) @ normal >= cut] - centre
    points = np.vstack([np.c_[p1, np.ones(len(p1))],
                        np.c_[p2, 2 * np.ones(len(p2))]])
    return points[np.linalg.norm(points[:, :3], axis=1) < 1.37 * a]


def same_points(p, q):
    return len(p) == len(q) and cdist(p, q).min(axis=1).max() < 1e-9


original = neighbourhood(np.zeros(3), 0.0, np.zeros(3))
assert same_points(original, neighbourhood(b, step, l1))
assert not same_points(original, neighbourhood(b, 0.0, l1))
print("tilt boundary: b (a) =", text(b / a))
print("  translation l1 (a) =", text(l1 / a))
print(f"  smallest step height = {abs(step):.4f} nm")
print(f"  sites compared = {len(original)}")


# in-plane sums l1 + l2 for twists about [001]
def shortest_sum(angle, n):
    k = np.arange(-n, n + 1)
    x, y, u, v = np.meshgrid(k, k, k, k, indexing="ij")
    z = np.abs(x + 1j * y + np.exp(1j * angle) * (u + 1j * v))
    return z[z > 1e-9].min() * a / np.sqrt(2)


small, large = (shortest_sum(np.pi / 6, n) for n in (2, 8))
fixed = [shortest_sum(np.arctan2(3, 4), n) for n in (2, 8)]
assert large < 0.5 * small
assert np.isclose(fixed[0], fixed[1])
print(f"30 deg twist, shortest sum: {small:.4f} nm (coefficients to 2), "
      f"{large:.4f} nm (to 8)")
print(f"Sigma5 twist, shortest sum: {fixed[0]:.4f}, {fixed[1]:.4f} nm")

# effects outside the ideal lattice model, with rough inputs
b_length = np.linalg.norm(b)
delta = np.radians(1.0)
extra = np.array([[np.cos(delta), -np.sin(delta)],
                  [np.sin(delta), np.cos(delta)]])
spacing = np.linalg.norm(np.linalg.solve(extra - np.eye(2), b[:2]))
assert np.isclose(spacing, b_length / (2 * np.sin(delta / 2)))
strain, expansion, heating = 1e-3, 1.7e-5, 100.0
temperature, quantum_meV, mass_u = 400.0, 20.0, 63.5
omega = quantum_meV * 1e-3 * sc.e / sc.hbar
ratio = sc.hbar * omega / (sc.k * temperature)
levels = np.arange(400)
population = np.exp(-ratio * levels)
mean_level = ((levels + 0.5) * population).sum() / population.sum()
assert np.isclose(mean_level, 0.5 / np.tanh(ratio / 2))
vibration = np.sqrt(sc.hbar * mean_level
                    / (mass_u * sc.atomic_mass * omega)) * 1e9
print(f"misorientation error {np.degrees(delta):.1f} deg: "
      f"dislocation spacing = {spacing:.2f} nm")
print(f"strain difference {strain:.1e}: "
      f"dislocation spacing = {b_length / strain:.0f} nm")
print(f"heating {heating:.0f} K at {expansion:.1e} /K: "
      f"change of b = {b_length * expansion * heating:.5f} nm")
print(f"vibration inputs: {temperature:.0f} K, {quantum_meV:.0f} meV, "
      f"{mass_u:.1f} u")
print(f"  rms vibration per axis = {vibration:.4f} nm; "
      f"ratio to b = {vibration / b_length:.3f}")
print("checks complete")
```

Printed output:

```
lattice parameter a = 0.360 nm; width w = 0.040 nm
primitive cell volume = 0.011664 nm^3
Sigma5: angle = 36.8699 deg; index = 5
  allowed displacements: 5 of 1000 trials
  DSC cell volume = 0.002333 nm^3
  common reciprocal vector (1/a):   0.0000   0.0000  -2.0000
  common reciprocal vector (1/a):   1.0000  -3.0000  -1.0000
  common reciprocal vector (1/a):  -3.0000  -1.0000  -1.0000
  DSC basis vector (a):  -0.1000   0.3000   0.0000
  DSC basis vector (a):   0.3000   0.1000   0.0000
  DSC basis vector (a):   0.1000   0.2000   0.5000
  shortest DSC vector = 0.1138 nm
  U(0), U(b/2), U(b) = 0.21419, 0.15045, 0.21419
Sigma3: angle = 60.0000 deg; index = 3
  allowed displacements: 3 of 216 trials
  DSC cell volume = 0.003888 nm^3
  common reciprocal vector (1/a):  -1.0000  -1.0000  -1.0000
  common reciprocal vector (1/a):   2.0000   0.0000  -2.0000
  common reciprocal vector (1/a):   2.0000  -2.0000   0.0000
  DSC basis vector (a):  -0.3333   0.1667   0.1667
  DSC basis vector (a):  -0.1667  -0.1667   0.3333
  DSC basis vector (a):   0.3333   0.3333   0.3333
  shortest DSC vector = 0.1470 nm
  U(0), U(b/2), U(b) = 0.33568, 0.12755, 0.33568
triclinic pair: index [L1:C] = 6; allowed 4 of 64
  V2/V1 = 1.500; V1/V_DSC = 4.000
tilt boundary: b (a) =  -0.1000   0.3000   0.0000
  translation l1 (a) =   0.5000  -0.5000   0.0000
  smallest step height = 0.1138 nm
  sites compared = 43
30 deg twist, shortest sum: 0.0682 nm (coefficients to 2), 0.0183 nm (to 8)
Sigma5 twist, shortest sum: 0.1138, 0.1138 nm
misorientation error 1.0 deg: dislocation spacing = 6.52 nm
strain difference 1.0e-03: dislocation spacing = 114 nm
heating 100 K at 1.7e-05 /K: change of b = 0.00019 nm
vibration inputs: 400 K, 20 meV, 63.5 u
  rms vibration per axis = 0.0076 nm; ratio to b = 0.067
checks complete
```
